# Pauli master equation from weak disorder and its finite-lattice recurrences: verification in Python

```python
"""
Pauli master equation from weak disorder on a simple cubic lattice.
Result under test: for H = H0 + lam*V, N -> infinity, then lam -> 0 at fixed
lam^2 t, plane-wave populations obey
    dP_k/dt = sum_k' W_kk' (P_k' - P_k),
    W_kk' = (2 pi lam^2 / N) S(k-k') delta(e_k - e_k').
Units: hopping J = hbar = lattice constant = 1.
e_k = -2 sum cos k_i; S(q) = 1 + a sum cos q_i is the disorder spectrum.
Closed solution: survival of k0 decays at lam^2*g, current at lam^2*g_tr.
On finite lattices the survival probability is almost periodic and recurs.
Momenta are k0 + q with q on the periodic grid, so k0 is always available.
"""
import numpy as np
from scipy import fft
from scipy.integrate import quad, simpson
from scipy.special import ellipkm1, jv
from scipy.sparse.linalg import expm_multiply

rng = np.random.default_rng(12345)
a = 1.0 / 3.0
k0 = np.array([1.1, 1.4, 1.7])
e0 = -2 * np.cos(k0).sum()
sin0 = np.sin(k0)


def grid(L):
    q = 2 * np.pi * np.arange(L) / L
    return np.meshgrid(q, q, q, indexing="ij")


def band(L):
    return -2 * sum(np.cos(k0[i] + q) for i, q in enumerate(grid(L)))


def spectrum(L):
    return np.maximum(1 + a * sum(np.cos(q) for q in grid(L)), 0.0)


def potential(L):
    white = rng.standard_normal((L, L, L))
    return fft.ifftn(np.sqrt(spectrum(L)) * fft.fftn(white)).real


# ---- disorder generator has the stated spectrum
modes = np.array([fft.fftn(potential(4)) for _ in range(400)])
power = np.mean(np.abs(modes) ** 2, axis=0) / 64
assert abs(power[1, 0, 0] - (1 + 2 * a)) < 0.4
assert power[2, 2, 2] < 1e-10

# ---- energy-shell integrals, using the square-lattice density of states


def shell(weight):
    def f(k):
        x = ((e0 + 2 * np.cos(k)) / 4) ** 2
        return weight(k) * ellipkm1(x) / (2 * np.pi**2) / np.pi
    return quad(f, 0, np.pi, points=[np.arccos(-e0 / 2)], limit=300)[0]


rho = shell(lambda k: 1.0)
cos_mean = shell(np.cos) / rho
sin2 = shell(lambda k: np.sin(k) ** 2) / rho
assert abs(cos_mean + e0 / 6) < 1e-5
g = 2 * np.pi * rho * (1 + a * e0**2 / 12)
g_tr = g - 2 * np.pi * rho * a * sin2


def memory(s):
    b0, b1 = jv(0, 2 * s), jv(1, 2 * s)
    return np.exp(1j * e0 * s) * (b0**3 - 0.5j * a * e0 * b1 * b0**2)


s = np.linspace(0, 3000, 150001)
g_time = 2 * simpson(memory(s).real, x=s)
assert abs(g_time - g) < 1e-3
print(f"k0 = {k0[0]}, {k0[1]}, {k0[2]}; a = {a:.4f}")
print(f"energy of k0 = {e0:.4f} J")
print(f"density of states per site = {rho:.5f} 1/J")
print(f"shell mean of sin^2 k_i = {sin2:.4f}")
print(f"loss rate / lam^2, shell integral = {g:.5f} 1/(hbar J)")
print(f"loss rate / lam^2, time integral = {g_time:.5f} 1/(hbar J)")
print(f"current rate / lam^2 = {g_tr:.5f} 1/(hbar J)")

# ---- discretized master equation against the closed solution
Lm, width = 48, 0.1
pick = np.abs(band(Lm) - e0) < width / 2
kk = np.array([k0[i] + q[pick] for i, q in enumerate(grid(Lm))]).T
co, si = np.cos(kk), np.sin(kk)
W = 2 * np.pi * (1 + a * (co @ co.T + si @ si.T)) / (Lm**3 * width)
p = np.zeros(len(kk))
p[0] = 1.0
p = expm_multiply((W - np.diag(W.sum(axis=0))) / g, p)
cur = p @ (si @ sin0) / (sin0 @ sin0)
print(f"master equation on {len(kk)} shell states, Gamma t = 1:")
print(f"  survival {p[0]:.4f}, closed form {np.exp(-1):.4f}")
print(f"  current {cur:.4f}, closed form {np.exp(-g_tr / g):.4f}")
assert abs(p.sum() - 1) < 1e-8
assert abs(p[0] - np.exp(-1)) < 0.03
assert abs(cur - np.exp(-g_tr / g)) < 0.03

# ---- Born memory equation: emergence of the exponential


def born_survival(lam):
    T = 1 / (lam**2 * g)
    n = int(np.ceil(T / 0.05))
    h = T / n
    K = lam**2 * memory(h * np.arange(n + 1))
    amp = np.zeros(n + 1, complex)
    amp[0], slope = 1.0, 0.0
    for m in range(1, n + 1):
        past = h * (K[1:m] @ amp[m - 1:0:-1] + 0.5 * K[m] * amp[0])
        amp[m] = (amp[m - 1] + h / 2 * (slope - past)) / (1 + h * h * K[0] / 4)
        slope = -past - 0.5 * h * K[0] * amp[m]
    return abs(amp[-1]) ** 2


born = {lam: born_survival(lam) for lam in (0.6, 0.3, 0.15)}
print("Born memory equation, survival at Gamma t = 1:")
for lam, val in born.items():
    print(f"  lam = {lam} J: {val:.5f}, minus 1/e: {val - np.exp(-1):.5f}")
assert abs(born[0.15] - np.exp(-1)) < 0.25 * abs(born[0.6] - np.exp(-1))

# ---- lowest crossed self-energy compared with the Born self-energy
unit = np.eye(3, dtype=int)
links = [(np.zeros(3, int), 1.0)]
links += [(sgn * u, a / 2) for u in unit for sgn in (1, -1)]


def crossed(L, eta):
    G = fft.ifftn(1 / (e0 - band(L) + 1j * eta))
    Gm = np.roll(G[::-1, ::-1, ::-1], 1, axis=(0, 1, 2))
    total = 0.0
    for R, c in links:
        left = G * np.roll(Gm, tuple(-R), axis=(0, 1, 2))
        for Q, d in links:
            total += c * d * np.sum(left * np.roll(G, tuple(Q - R), (0, 1, 2)))
    return total


Gq = 1 / (e0 - band(4) + 0.5j)
Sq = spectrum(4)
idx = np.array(np.unravel_index(np.arange(64), (4, 4, 4)))
both = (idx[:, :, None] + idx[:, None, :]) % 4
gs = (Gq * Sq).ravel()
direct = np.sum(gs[:, None] * gs[None, :] * Gq[tuple(both)]) / 64**2
assert abs(direct - crossed(4, 0.5)) < 1e-10
print("crossed / Born self-energy at broadening Gamma/2:")
ratios = []
for lam in (1.2, 0.6):
    eta = lam**2 * g / 2
    first = np.mean(spectrum(48) / (e0 - band(48) + 1j * eta))
    ratios.append(lam**2 * abs(crossed(48, eta)) / abs(first.imag))
    print(f"  lam = {lam} J: {ratios[-1]:.4f}")
assert ratios[1] < 0.6 * ratios[0]

# ---- full quantum dynamics


def propagate(L, lam, V, T, parts):
    per = int(np.ceil(T / parts / min(0.1, 0.04 / lam)))
    dt = T / parts / per
    half = np.exp(-0.5j * dt * band(L))
    kick = np.exp(-1j * dt * lam * V)
    c = np.zeros((L, L, L), complex)
    c[0, 0, 0] = 1.0
    out = []
    for _ in range(parts):
        for _ in range(per):
            c = half * fft.fftn(kick * fft.ifftn(half * c))
        out.append(np.abs(c) ** 2)
    return out


def levels(L, lam, V):
    i = np.array(np.unravel_index(np.arange(L**3), (L, L, L)))
    diff = (i[:, :, None] - i[:, None, :]) % L
    H = lam * (fft.fftn(V) / L**3)[tuple(diff)]
    H[np.diag_indices(L**3)] += band(L).ravel()
    E, U = np.linalg.eigh(H)
    return E, np.abs(U[0]) ** 2


def survival(E, w, t):
    return abs(np.sum(w * np.exp(-1j * E * t))) ** 2


V = potential(6)
E, w = levels(6, 0.6, V)
split = propagate(6, 0.6, V, 6.0, 1)[0]
assert abs(split[0, 0, 0] - survival(E, w, 6.0)) < 0.01

L, runs = 24, 14
x = np.array([0.5, 1.0, 1.5, 2.0])
proj = sum(sin0[i] * np.sin(k0[i] + q) for i, q in enumerate(grid(L)))
proj = proj / (sin0 @ sin0)


def row(v):
    return " ".join(f"{y:.3f}" for y in v)


print(f"lattice {L}^3, {runs} potentials, Gamma t = {row(x)}")
print(f"  predicted survival {row(np.exp(-x))}")
print(f"  predicted current  {row(np.exp(-x * g_tr / g))}")
dev = {}
for lam in (1.2, 0.6, 0.3):
    T = 2 / (lam**2 * g)
    data = []
    for _ in range(runs):
        P = propagate(L, lam, potential(L), T, 4)
        data.append([[q[0, 0, 0] for q in P], [np.sum(q * proj) for q in P]])
    data = np.array(data)
    mean = data.mean(axis=0)
    err = data.std(axis=0, ddof=1).max() / np.sqrt(runs)
    dev[lam] = np.max(np.abs(mean[0] - np.exp(-x)))
    print(f"lam = {lam} J, final t = {T:.2f} hbar/J, "
          f"levels in Gamma: {L**3 * rho * lam**2 * g:.0f}")
    print(f"  survival {row(mean[0])}")
    print(f"  current  {row(mean[1])}; largest std error {err:.3f}")
assert dev[0.3] < 0.05 and dev[0.3] < dev[1.2]
assert np.max(np.abs(mean[1] - np.exp(-x * g_tr / g))) < 0.05
assert abs(mean[1, 3] - np.exp(-2 * g_tr / g)) < abs(mean[1, 3] - np.exp(-2))

# ---- finite-size return of the free memory kernel through windings


def return_kernel(L, t):
    return np.mean(np.exp(-1j * band(L) * t))


def winding_kernel(L, t):
    n = L * np.arange(-3, 4)
    return np.prod([np.sum(1j**(n % 4) * jv(n, 2 * t) * np.exp(1j * n * k))
                    for k in k0])


print("free return kernel, 24^3 minus infinite lattice:")
for t in (6.0, 13.0):
    finite = return_kernel(24, t)
    assert abs(finite - winding_kernel(24, t)) < 1e-10
    print(f"  t = {t} hbar/J: {abs(finite - jv(0, 2 * t)**3):.2e}")

# ---- recurrences in a long time window
lam, n, dt = 0.4, 1000, 0.5
print(f"recurrences, lam = {lam} J, window {n * n * dt:.0f} hbar/J")
peaks = {}
for L, runs in ((4, 9), (6, 5), (8, 5)):
    peak, back, fall_t, ipr = [], [], [], []
    for _ in range(runs):
        E, w = levels(L, lam, potential(L))
        coarse = np.exp(-1j * np.outer(np.arange(n) * n * dt, E)) * w
        fine = np.exp(-1j * np.outer(E, np.arange(n) * dt))
        P = (np.abs(coarse @ fine) ** 2).ravel()
        ipr.append(np.sum(w**2))
        assert abs(P.mean() - ipr[-1]) < 0.02
        low = np.flatnonzero(P < np.exp(-1))
        if len(low):
            later = P[low[0]:]
            peak.append(later.max())
            fall_t.append(low[0] * dt)
            high = np.flatnonzero(later > 0.8)
            back.append((low[0] + high[0]) * dt if len(high) else np.inf)
    peaks[L] = np.median(peak)
    print(f"  {L}^3: {len(peak)} of {runs} fall below 1/e; "
          f"median later peak {peaks[L]:.3f}")
    print(f"    time-averaged survival {np.mean(ipr):.4f}")
    if L == 4:
        print(f"    median fall time {np.median(fall_t):.1f} hbar/J")
        print(f"    median return above 0.8: {np.median(back):.0f} hbar/J")
assert peaks[4] > 0.8 and peaks[8] < 0.6 and peaks[4] > peaks[6] > peaks[8]

# ---- limits do not commute: fixed lattice, lam -> 0 at fixed lam^2 t
gaps = np.abs(band(4).ravel()[1:] - e0)
print(f"4^3 lattice: nearest level to k0 at {gaps.min():.4f} J")
samples = [potential(4) for _ in range(20)]
print("4^3 mean survival at Gamma t = 1:")
for lam in (0.4, 0.1, 0.02):
    vals = [survival(*levels(4, lam, V), 1 / (lam**2 * g)) for V in samples]
    print(f"  lam = {lam} J: {np.mean(vals):.4f}")
assert np.mean(vals) > 0.9
lam = 0.002
E, w = levels(4, lam, samples[0])
v2 = np.abs(fft.fftn(samples[0]).ravel()[1:] / 64) ** 2
loss, pert = 1 - np.sum(w**2), 2 * lam**2 * np.sum(v2 / gaps**2)
assert abs(loss / pert - 1) < 0.05
print(f"mean loss at lam = {lam} J: {loss:.3e}, perturbative {pert:.3e}")
print("no test failed")
```

It prints:

```
k0 = 1.1, 1.4, 1.7; a = 0.3333
energy of k0 = -0.9894 J
density of states per site = 0.14315 1/J
shell mean of sin^2 k_i = 0.5428
loss rate / lam^2, shell integral = 0.92390 1/(hbar J)
loss rate / lam^2, time integral = 0.92390 1/(hbar J)
current rate / lam^2 = 0.76116 1/(hbar J)
master equation on 1631 shell states, Gamma t = 1:
  survival 0.3569, closed form 0.3679
  current 0.4384, closed form 0.4387
Born memory equation, survival at Gamma t = 1:
  lam = 0.6 J: 0.38217, minus 1/e: 0.01429
  lam = 0.3 J: 0.37170, minus 1/e: 0.00382
  lam = 0.15 J: 0.36882, minus 1/e: 0.00095
crossed / Born self-energy at broadening Gamma/2:
  lam = 1.2 J: 0.1853
  lam = 0.6 J: 0.0560
lattice 24^3, 14 potentials, Gamma t = 0.500 1.000 1.500 2.000
  predicted survival 0.607 0.368 0.223 0.135
  predicted current  0.662 0.439 0.291 0.192
lam = 1.2 J, final t = 1.50 hbar/J, levels in Gamma: 2633
  survival 0.829 0.546 0.350 0.225
  current  0.856 0.603 0.412 0.281; largest std error 0.002
lam = 0.6 J, final t = 6.01 hbar/J, levels in Gamma: 658
  survival 0.672 0.411 0.254 0.158
  current  0.718 0.475 0.317 0.212; largest std error 0.002
lam = 0.3 J, final t = 24.05 hbar/J, levels in Gamma: 165
  survival 0.623 0.382 0.232 0.139
  current  0.675 0.448 0.302 0.205; largest std error 0.004
free return kernel, 24^3 minus infinite lattice:
  t = 6.0 hbar/J: 1.01e-08
  t = 13.0 hbar/J: 5.37e-03
recurrences, lam = 0.4 J, window 500000 hbar/J
  4^3: 9 of 9 fall below 1/e; median later peak 0.875
    time-averaged survival 0.3037
    median fall time 12.5 hbar/J
    median return above 0.8: 6874 hbar/J
  6^3: 5 of 5 fall below 1/e; median later peak 0.585
    time-averaged survival 0.0976
  8^3: 5 of 5 fall below 1/e; median later peak 0.419
    time-averaged survival 0.0560
4^3 lattice: nearest level to k0 at 0.0698 J
4^3 mean survival at Gamma t = 1:
  lam = 0.4 J: 0.5011
  lam = 0.1 J: 0.8829
  lam = 0.02 J: 0.9980
mean loss at lam = 0.002 J: 2.654e-05, perturbative 2.661e-05
no test failed
```
